# The four spin levels of a phosphorus donor in a magnetic field: a program that tests the result

```python
"""Levels of a phosphorus donor: electron spin 1/2, nuclear spin 1/2.

H/h = ge*B*Sz - gn*B*Iz + A*S.I, with B along z and energies in MHz.
ge, gn: electron and nuclear gyromagnetic ratios in MHz/T; A: coupling.
Result under test, with R = sqrt(A^2 + (ge+gn)^2 B^2):
  E(up,up)     =  A/4 + (ge-gn)B/2,   E(plus)  = -A/4 + R/2,
  E(down,down) =  A/4 - (ge-gn)B/2,   E(minus) = -A/4 - R/2.
The numerical side builds H from spin matrices and diagonalizes it.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

A = 117.5
g_factor = 2.0
gn = 17.2
mu_B = const.physical_constants["Bohr magneton"][0]
ge = g_factor * mu_B / const.h / 1e6
g_sum, g_diff = ge + gn, ge - gn

# Spin matrices; product basis: up-up, up-down, down-up, down-down
# (electron first, nucleus second).
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
S = [np.kron(s, one) for s in (sx, sy, sz)]
I = [np.kron(one, s) for s in (sx, sy, sz)]
contact = sum(s @ i for s, i in zip(S, I))


def hamiltonian(B):
    return ge * B * S[2] - gn * B * I[2] + A * contact


def numerical_states(B):
    """Energies and vectors ordered up-up, plus, down-down, minus."""
    H = hamiltonian(B)
    values, vectors = np.linalg.eigh(H[1:3, 1:3])
    states = np.zeros((4, 4), complex)
    states[0, 0] = 1
    states[1:3, 1] = vectors[:, 1]
    states[3, 2] = 1
    states[1:3, 3] = vectors[:, 0]
    energies = np.array([H[0, 0].real, values[1], H[3, 3].real, values[0]])
    return energies, states


def formula_levels(B):
    R = np.hypot(A, g_sum * B)
    return np.array([A / 4 + g_diff * B / 2, -A / 4 + R / 2,
                     A / 4 - g_diff * B / 2, -A / 4 - R / 2])


def cos_theta(B):
    return g_sum * B / np.hypot(A, g_sum * B)


# Conservation of total spin projection, and the full spectrum.
M = S[2] + I[2]
for B in [0.0, 0.001, 0.002, 0.005, 0.02, 0.35, 2.0, 5.0]:
    H = hamiltonian(B)
    assert np.allclose(H @ M, M @ H, atol=1e-9)
    full = np.linalg.eigvalsh(H)
    assert np.allclose(full, np.sort(formula_levels(B)), rtol=0, atol=1e-7)
    assert np.allclose(numerical_states(B)[0], formula_levels(B),
                       rtol=0, atol=1e-7)
    assert abs(full.sum()) < 1e-7
    block = np.array([[-A / 4 + g_sum * B / 2, A / 2],
                      [A / 2, -A / 4 - g_sum * B / 2]])
    assert np.allclose(H[1:3, 1:3], block, rtol=0, atol=1e-9)

# Mixed states, slopes and transition matrix elements.
for B in [0.001, 0.005, 0.35]:
    energies, states = numerical_states(B)
    half = np.arccos(cos_theta(B)) / 2
    plus = np.array([0, np.cos(half), np.sin(half), 0])
    minus = np.array([0, -np.sin(half), np.cos(half), 0])
    assert abs(abs(np.vdot(plus, states[:, 1])) - 1) < 1e-10
    assert abs(abs(np.vdot(minus, states[:, 3])) - 1) < 1e-10
    step = 1e-6
    slope = (numerical_states(B + step)[0]
             - numerical_states(B - step)[0]) / (2 * step)
    expected = g_sum * cos_theta(B) / 2
    assert abs(slope[1] / expected - 1) < 1e-5
    assert abs(slope[3] / expected + 1) < 1e-5
    for operator, a, b in [(S[0], 0, 3), (S[0], 1, 2),
                           (I[0], 0, 1), (I[0], 2, 3)]:
        element = abs(np.vdot(states[:, a], operator @ states[:, b]))
        assert abs(element - np.cos(half) / 2) < 1e-9
    assert abs((energies[0] - energies[3])
               - (energies[1] - energies[2]) - A) < 1e-7
    assert abs((energies[0] - energies[1])
               + (energies[2] - energies[3]) - A) < 1e-7

# Limiting forms: the remainder must have the size of the next term.
x = 0.1
E = numerical_states(x * A / g_sum)[0]
for index, sign in [(1, 1), (3, -1)]:
    rest = E[index] - (-A / 4 + sign * A / 2 * (1 + x**2 / 2))
    assert abs(rest / (-sign * A * x**4 / 16) - 1) < 0.01
x = 20.0
E = numerical_states(x * A / g_sum)[0]
for index, sign in [(1, 1), (3, -1)]:
    rest = E[index] - (-A / 4 + sign * A / 2 * (x + 1 / (2 * x)))
    assert abs(rest / (-sign * A / (16 * x**3)) - 1) < 0.01

# Crossing of the two highest levels, and ordering on both sides.
B_cross = A * g_diff / (2 * ge * gn)


def top_gap(B):
    E = numerical_states(B)[0]
    return E[0] - E[1]


B_root = brentq(top_gap, 1.0, 6.0, xtol=1e-12)
assert abs(B_root - B_cross) < 1e-7
for B in np.geomspace(1e-4, 10.0, 300):
    E = numerical_states(B)[0]
    assert (E[0] > E[1]) == (B < B_root)
    assert min(E[0], E[1]) > E[2] > E[3]

# Worked example.
print(f"Contact coupling A = {A:.1f} MHz")
print(f"Electron g factor (rounded input) = {g_factor:.1f}")
print(f"Electron ratio gamma_e = {ge:.2f} MHz/T")
print(f"Nuclear ratio gamma_n (rounded input) = {gn:.1f} MHz/T")
print(f"gamma_plus = {g_sum:.2f} MHz/T")
print(f"gamma_minus = {g_diff:.2f} MHz/T")
print(f"Field where x = 1: {1e3 * A / g_sum:.4f} mT")
splitting = A * 1e6 * const.h / const.e * 1e6
print(f"Zero-field splitting A = {splitting:.4f} micro-eV")
print("Levels in MHz: up-up, plus, down-down, minus")
for B in [0.0, 0.002, 0.005, 0.02, 0.35]:
    row = ", ".join(f"{value:.3f}" for value in formula_levels(B))
    print(f"B = {1e3 * B:.0f} mT, x = {g_sum * B / A:.4f}: {row}")
for B in [0.005, 0.35]:
    E = formula_levels(B)
    c = cos_theta(B)
    R = np.hypot(A, g_sum * B)
    unmixed = -A / 4 + g_sum * B / 2
    print(f"At B = {1e3 * B:.0f} mT:")
    print(f"  gamma_minus B/2 = {g_diff * B / 2:.3f} MHz")
    print(f"  gamma_plus B = {g_sum * B:.3f} MHz")
    print(f"  R = {R:.3f} MHz")
    print(f"  cos(theta) = {c:.6f}")
    print(f"  weight of up-down in plus = {(1 + c) / 2:.6f}")
    print(f"  weight of down-up in plus = {(1 - c) / 2:.3e}")
    print(f"  plus level without mixing = {unmixed:.3f} MHz")
    print(f"  upward shift by mixing = {E[1] - unmixed:.3f} MHz")
    print(f"  electron gap up-up to minus = {E[0] - E[3]:.3f} MHz")
    print(f"  electron gap plus to down-down = {E[1] - E[2]:.3f} MHz")
    print(f"  nuclear gap up-up to plus = {E[0] - E[1]:.3f} MHz")
    print(f"  nuclear gap down-down to minus = {E[2] - E[3]:.3f} MHz")
print(f"Crossing field, formula = {B_cross:.4f} T")
print(f"Crossing field, numerical root = {B_root:.4f} T")
print("checks complete")
```

Printed output:

```
Contact coupling A = 117.5 MHz
Electron g factor (rounded input) = 2.0
Electron ratio gamma_e = 27992.49 MHz/T
Nuclear ratio gamma_n (rounded input) = 17.2 MHz/T
gamma_plus = 28009.69 MHz/T
gamma_minus = 27975.29 MHz/T
Field where x = 1: 4.1950 mT
Zero-field splitting A = 0.4859 micro-eV
Levels in MHz: up-up, plus, down-down, minus
B = 0 mT, x = 0.0000: 29.375, 29.375, 29.375, -88.125
B = 2 mT, x = 0.4768: 57.350, 35.710, 1.400, -94.460
B = 5 mT, x = 1.1919: 99.313, 62.030, -40.563, -120.780
B = 20 mT, x = 4.7676: 309.128, 256.817, -250.378, -315.567
B = 350 mT, x = 83.4331: 4925.051, 4872.673, -4866.301, -4931.423
At B = 5 mT:
  gamma_minus B/2 = 69.938 MHz
  gamma_plus B = 140.048 MHz
  R = 182.811 MHz
  cos(theta) = 0.766084
  weight of up-down in plus = 0.883042
  weight of down-up in plus = 1.170e-01
  plus level without mixing = 40.649 MHz
  upward shift by mixing = 21.381 MHz
  electron gap up-up to minus = 220.094 MHz
  electron gap plus to down-down = 102.594 MHz
  nuclear gap up-up to plus = 37.283 MHz
  nuclear gap down-down to minus = 80.217 MHz
At B = 350 mT:
  gamma_minus B/2 = 4895.676 MHz
  gamma_plus B = 9803.391 MHz
  R = 9804.096 MHz
  cos(theta) = 0.999928
  weight of up-down in plus = 0.999964
  weight of down-up in plus = 3.591e-05
  plus level without mixing = 4872.321 MHz
  upward shift by mixing = 0.352 MHz
  electron gap up-up to minus = 9856.474 MHz
  electron gap plus to down-down = 9738.974 MHz
  nuclear gap up-up to plus = 52.378 MHz
  nuclear gap down-down to minus = 65.122 MHz
Crossing field, formula = 3.4136 T
Crossing field, numerical root = 3.4136 T
checks complete
```
